# Additive Pockels response of two in-plane barium titanate domain variants

## Problem

A barium titanate film has in-plane axes $x=[100]$ and $y=[010]$, with $z$ along the film normal. It contains two tetragonal domain variants of point group 4mm. The polar axis $c$ lies along $+x$ in variant A and along $+y$ in variant B. Define

$$\mathbf e=\frac{\hat x+\hat y}{\sqrt2},\qquad \mathbf l=\frac{\hat x-\hat y}{\sqrt2}.$$

The film is fully poled: every domain has its spontaneous polarisation along $+x$ or $+y$, never along $-x$ or $-y$. A signal field $E\mathbf e$ acts inside each domain. Light travels along $\mathbf l$ with its displacement $\mathbf D$ along $\mathbf e$; this is the meaning given here to "polarised along [110]".

Let $\eta$ be the inverse of the relative optical permittivity tensor. The Pockels tensor is defined by $\Delta\eta_{ij}=\sum_k r_{ijk}E_k$. With crystal axes ordered $(a_1,a_2,c)$, the usual short names are $r_{13}=r_{aac}$, $r_{33}=r_{ccc}$ and $r_{42}=r_{caa}$. The principal indices are $n_e$ along $c$ and $n_o$ across it.

**(a)** Find $\Delta\eta_{ee}=\mathbf e\cdot\Delta\eta\cdot\mathbf e$ in each variant.

**(b)** Show that the stated light is an eigenmode of each domain. Find its index and index change, and decide whether A and B still agree beyond first order in $E$.

**(c)** Show that the phases of A and B add. What do reversed domains do, and which domain walls allow the field to lie along $\mathbf e$ in both variants?

**(d)** Evaluate a phase shifter at 1550 nm with electrode gap 2.0 µm, length 1.0 mm and signal 1.0 V. The modal sensitivity is $\Gamma=dn_{\rm eff}/dn=0.40$. Take the rough values $r_{13},r_{33},r_{42}=10,100,1000$ pm/V, $n_o=2.30$ and $n_e=2.27$.

## Hints

1. Reflect a domain through a plane containing $c$. A component of $\Delta\eta$ that changes sign can depend only on a field component that also changes sign.
2. The shear component $\eta_{ca}$ appears twice in $\mathbf e\cdot\eta\cdot\mathbf e$.
3. The mirror $x\leftrightarrow y$ exchanges A and B. What does it do to $\mathbf e$?
4. For a plane wave, $\mathbf k\cdot\mathbf D=0$. Write the wave equation for $\mathbf D$, not for the optical electric field.
5. At a wall, tangential $\mathbf E$ and normal $\mathbf D$ are continuous.

## Solution

### (a) Projection on the bisector

Let $a$ be the in-plane axis perpendicular to $c$. The mirror $a\to-a$ belongs to 4mm. It leaves $\eta_{cc}$, $\eta_{aa}$ and $E_c$ unchanged, and reverses $\eta_{ca}$ and $E_a$. For an in-plane field, therefore,

$$\Delta\eta_{cc}=r_{33}E_c,\qquad \Delta\eta_{aa}=r_{13}E_c,\qquad \Delta\eta_{ca}=r_{42}E_a. \tag{1}$$

The mirror $z\to-z$ also belongs to the group of each domain. It reverses $\eta_{cz}$ and $\eta_{az}$ but leaves an in-plane field unchanged, so these two components vanish.

In A, $c=x$ and $a=y$, so $E_c=E_a=E/\sqrt2$. Since $e_x=e_y=1/\sqrt2$,

$$\Delta\eta_{ee}^A=\tfrac12\left(\Delta\eta_{xx}+\Delta\eta_{yy}+2\Delta\eta_{xy}\right)
=\frac12\,\frac{E}{\sqrt2}\left(r_{33}+r_{13}+2r_{42}\right).$$

In B, $c=y$ and $a=x$. Again $E_c=E_a=E/\sqrt2$; now $\Delta\eta_{yy}$ carries $r_{33}$ and $\Delta\eta_{xx}$ carries $r_{13}$. The sum is the same:

$$\Delta\eta_{ee}^A=\Delta\eta_{ee}^B=r_{\rm eff}E,\qquad
r_{\rm eff}=\frac{r_{33}+r_{13}+2r_{42}}{2\sqrt2}. \tag{2}$$

One factor $1/\sqrt2$ comes from resolving the field, and the factor $1/2$ from projecting the optical tensor twice. The shear terms have the same sign because both polar axes have a positive projection on $\mathbf e$.

### (b) Eigenmode and index

For a plane wave $e^{i(\mathbf k\cdot\mathbf r-\omega t)}$, Maxwell's equations give

$$\mathbf k\times\mathbf E_{\rm opt}=\omega\mu_0\mathbf H,\qquad \mathbf k\times\mathbf H=-\omega\mathbf D.$$

Taking $\mathbf k\times$ the first and using the second gives $\mathbf k\times(\mathbf k\times\mathbf E_{\rm opt})=-\omega^2\mu_0\mathbf D$. The left side is $-k^2$ times the part of $\mathbf E_{\rm opt}$ perpendicular to $\mathbf k$. Insert $\mathbf E_{\rm opt}=\eta\mathbf D/\varepsilon_0$, $k=n\omega/c_0$ and $\mu_0\varepsilon_0=1/c_0^2$, where $c_0$ is the speed of light:

$$\eta_\perp\mathbf D=\frac{1}{n^2}\mathbf D. \tag{3}$$

Here $\eta_\perp$ is the block of $\eta$ transverse to $\mathbf k$. For $\mathbf k\parallel\mathbf l$ it is spanned by $\mathbf e$ and $z$. The mirror $z\to-z$ gives $\eta_{ez}=0$, with or without the in-plane signal. Hence $\mathbf D\parallel\mathbf e$ is an eigenmode with $n=\eta_{ee}^{-1/2}$.

At zero signal,

$$\frac1{n_0^2}=\frac12\left(\frac1{n_e^2}+\frac1{n_o^2}\right). \tag{4}$$

With the Pockels term,

$$n=\left(n_0^{-2}+r_{\rm eff}E\right)^{-1/2}
=n_0\left(1+n_0^2r_{\rm eff}E\right)^{-1/2}
\simeq n_0-\tfrac12n_0^3r_{\rm eff}E+\tfrac38n_0^5(r_{\rm eff}E)^2. \tag{5}$$

To first order, $\Delta n=-\tfrac12n_0^3r_{\rm eff}E$ in both variants.

The equality goes further. The mirror $x\leftrightarrow y$ turns A into B and leaves $\mathbf e$, and hence $E\mathbf e$, unchanged. It therefore carries $\eta^A(E)$ into $\eta^B(E)$ with $\eta_{ee}$ unchanged. This holds for the whole local response, including Kerr terms, as long as the domains do not switch and remain mirror images. The common index may then be nonlinear in $E$.

The choice of $\mathbf D$ matters because $\eta_{el}=\tfrac12(\eta_{xx}-\eta_{yy})$ is not zero. The optical electric field is tilted from $\mathbf e$ by $\arctan(|\eta_{el}|/\eta_{ee})$, towards opposite sides in A and B. For light travelling along $z$, the transverse block contains this $\eta_{el}$. Light polarised along $\mathbf e$ is then no eigenmode, and each domain acts as a retarder.

### (c) Adding domains

Consider first domains met one after another along $\mathbf l$, with the field $E\mathbf e$ given in each. The fields tangential to the walls are $E_{{\rm opt},e}=D/(\varepsilon_0n^2)$ and $H$, whose magnitude is $\omega D/k=c_0D/n$. Their ratio is $1/(\varepsilon_0c_0n)$, the same in A and B. An A–B wall therefore does not reflect this wave. With vacuum wavenumber $k_0=2\pi/\lambda$ and domain lengths $L_i$,

$$\phi=k_0n(E)\sum_iL_i. \tag{6}$$

The proportion of A to B drops out.

A domain polarised along $-x$ is the inversion image of A. Inversion leaves $\eta$ and its zero-field value unchanged but reverses the field, so every $r_{ijk}$ changes sign. If a fraction $u$ of the path is reversed, the first-order phase change is

$$\Delta\phi=-\tfrac12k_0n_0^3r_{\rm eff}EL\left[(1-u)-u\right]
=-\tfrac12k_0n_0^3r_{\rm eff}EL\,(1-2u). \tag{7}$$

Reflections now occur, with amplitudes of first order in the index step. The transmitted wave is altered by pairs of reflections, which is a second-order effect at small field. In a long, regular stack whose period satisfies the Bragg condition, however, the reflections add coherently and can block the light. At $u=1/2$ the linear response vanishes, so the word "poled" is essential.

The local field depends on the walls. With spontaneous polarisation $P_s$, the polarisations differ by $P_s(\hat x-\hat y)=\sqrt2P_s\mathbf l$. A wall with normal $\mathbf e$ is therefore free of polarisation charge, while one with normal $\mathbf l$ is charged. Flat walls crossed one after another along $\mathbf l$, as in (6), are of the charged kind. For them the field $E\mathbf e$ in each domain is an assumption, and Variation 1 shows how it fails when no mobile charge follows the signal.

Take neutral walls and electrodes running parallel to $\mathbf l$. The component $E_l$ is tangential to the walls, hence common to A and B. Its mean is zero because each electrode is an equipotential, so $E_l=0$ in both. The normal displacement is then $\varepsilon_0\varepsilon_{ee}E_e$, with $\varepsilon_{ee}=\tfrac12(\varepsilon_a+\varepsilon_c)$ in both variants, where $\varepsilon_a,\varepsilon_c$ are the static relative permittivities. Continuity gives equal $E_e$. Neutral walls thus supply the field assumed in the problem.

These lamellae lie side by side across the light path. If they are much finer than the wavelength, $D_e$ and the optical $E_l$ are common to both, and the mean $D_l$ is zero. Let $f$ be the fraction of A and $h=\eta_{el}^A=-\eta_{el}^B$. From $\varepsilon_0E_l=\pm hD_e+\eta_{ll}D_l$ and zero mean $D_l$,

$$\varepsilon_0E_l=(2f-1)hD_e,\quad
D_l^A=-\frac{2(1-f)h}{\eta_{ll}}D_e,\quad
D_l^B=\frac{2fh}{\eta_{ll}}D_e.$$

The mean of $\varepsilon_0E_e=\eta_{ee}D_e\pm hD_l$ then gives

$$\eta_{\rm eff}=\eta_{ee}+\frac{fhD_l^A-(1-f)hD_l^B}{D_e}
=\eta_{ee}-4f(1-f)\frac{h^2}{\eta_{ll}}. \tag{8}$$

Birefringence therefore corrects additivity. For the values in (d) and $f=1/2$, the effective coefficient is 745.0 pm/V, against 746.0 pm/V without it. The zero-signal index is also higher than in a single variant, by about $\tfrac12n_0^3h^2/\eta_{ll}=2.0\times10^{-4}$. The response to the signal is thus almost independent of $f$, but the static phase of a long device is not.

### (d) The phase shifter

Equation (2) gives

$$r_{\rm eff}=\frac{100+10+2000}{2\sqrt2}=746.0\ \text{pm/V}.$$

The shear coefficient supplies 94.8% of this. Equation (4) gives $n_0=2.2849$. The signal field is 0.0050 MV/cm, taken as uniform across the gap, and

$$r_{\rm eff}E=746.0\times10^{-12}\times\frac{1.0}{2.0\times10^{-6}}=3.73\times10^{-4}.$$

Therefore

$$\Delta n=-\tfrac12(2.2849)^3(3.73\times10^{-4})=-2.22\times10^{-3}.$$

The modal phase change is

$$\Delta\phi=\frac{2\pi\Gamma\Delta nL}{\lambda}
=\frac{2\pi(0.40)(-2.2246\times10^{-3})(1.0\times10^{-3})}{1.55\times10^{-6}}
=-3.61\ \text{rad}.$$

For electrode gap $d$, setting the magnitude of the phase to $\pi$ and $E=V_\pi/d$ gives $\pi=\pi\Gamma n_0^3r_{\rm eff}V_\pi L/(\lambda d)$, so

$$V_\pi L=\frac{\lambda d}{n_0^3r_{\rm eff}\Gamma}=0.087\ \text{V cm},$$

or 0.87 V at this length, for one phase-shifter arm.

The linear index change differs from the unexpanded form of (5) by 0.146% of the latter, in line with the ratio $\tfrac34n_0^2r_{\rm eff}E$ of the last two terms in (5). This counts only the curvature of $\eta_{ee}^{-1/2}$, with $\eta$ taken as linear in $E$. The material's own nonlinearity is left out: in Landau-model estimates this field rotates the polarisation by about 2°, and $\Delta\eta_{ee}$ departs from the linear law by up to about 1%. The optical field tilts by 0.75° from $\mathbf D$ at zero signal. The signal turns the in-plane principal axes of $\eta$ by 3.98°, since a small birefringence makes them easy to turn. Neither angle has to be small for $n=\eta_{ee}^{-1/2}$ to hold for a plane wave along $\mathbf l$. In a guide, $\eta_{el}$ also mixes in a little of the other polarisation, which the single factor $\Gamma$ leaves out.

**Comparison with real devices.** The coefficients are rough, bulk-like, low-frequency values, and films can differ considerably. The resulting $V_\pi L$ is optimistic: barium titanate modulators on silicon typically need a few tenths of a V cm, as a rough figure. Several assumptions can fail, and each change below is made with the other inputs fixed.

- If 10% of the path is reversed, $r_{\rm eff}$ falls to 596.8 pm/V.
- At signal frequencies too high for the strain to follow, rough clamped coefficients of 10, 40 and 700 pm/V give 512.7 pm/V.
- Suppose that $r_{42}\propto1/(T-200\ \text{K})$, a rough assumed law. Warming from 300 K to 350 K then gives 510.3 pm/V. The law is only illustrative: Landau models of a free crystal give a steeper fall of $r_{42}$, to roughly 420–460 pm/V, partly offset by a rise of $r_{33}$.

$V_\pi L$ rises in inverse proportion to $r_{\rm eff}$ and to $\Gamma$. The signal is 100 times below a rough film breakdown field of 0.5 MV/cm, but breakdown is not the nearest limit and stable poling is not guaranteed. A field along $\mathbf e$ rotates both polarisations towards [110]. Landau models of a free crystal at 300 K favour the orthorhombic phase from about 0.02 MV/cm and lose the tetragonal variants near 0.03 MV/cm, only 4 to 6 times the signal; mechanical clamping raises these fields. A dc bias along $+\mathbf e$ may be needed, and the coefficients are then slopes about the biased state.

## Variation 1: charged walls

*Let the walls have normal $\mathbf l$, with no mobile charge following the signal. The domains are narrow compared with the electrode gap, and leakage of the signal field through the film surfaces is neglected. Find the response away from the electrodes for $\varepsilon_a=2000$ and $\varepsilon_c=100$ (rough values).*

Now $E_e=E$ is tangential and common, while $D_l$ is continuous. The off-diagonal static permittivity $\varepsilon_{el}$ is $-\tfrac12(\varepsilon_a-\varepsilon_c)$ in A and the opposite in B. With $g=(\varepsilon_a-\varepsilon_c)/(\varepsilon_a+\varepsilon_c)$, division of the continuity condition by $\tfrac12(\varepsilon_a+\varepsilon_c)$ gives

$$-gE+E_l^A=gE+E_l^B.$$

Zero mean field along $\mathbf l$ requires $fE_l^A+(1-f)E_l^B=0$. Hence

$$E_l^A=2(1-f)gE,\qquad E_l^B=-2fgE.$$

Let $q_A=2(1-f)g$ and $q_B=2fg$. In either variant, $E_c=(1+q)E/\sqrt2$ and $E_a=(1-q)E/\sqrt2$. Equation (1) then gives

$$r=\frac{(r_{33}+r_{13})(1+q)+2r_{42}(1-q)}{2\sqrt2}.$$

Here $g=1900/2100=0.905$. For equal fractions $q_A=q_B=0.905$, and each variant gives 141.4 pm/V. The field has turned towards the polar axis in each domain, which suppresses the large shear term. For A:B = 70:30 the coefficients are 383.3 pm/V in A and −100.4 pm/V in B. In B, $q_B=1.27$ exceeds 1, so $E_a$ is reversed; the coefficient is negative because the reversed shear term outweighs the positive term in $r_{33}+r_{13}$. For equal fractions the mirror $x\leftrightarrow y$ still carries A and its deflected field into B and its field, so the two variants agree. For unequal fractions the deflections differ, the local fields are no longer mirror images, and the equality is lost. The numbers depend strongly on $1-g$: rough all-free and all-clamped sets of $r$ and $\varepsilon$ give about 130 and 60 pm/V for equal fractions.

## Variation 2: away from the bisector

*Turn the field and $\mathbf D$ together to an angle $\theta$ from $x$, with $0\le\theta\le90^\circ$ and light travelling in plane, perpendicular to $\mathbf D$. When are the two Pockels coefficients equal?*

Write $C=\cos\theta$, $S=\sin\theta$ and $R=r_{13}+2r_{42}$. In A, $E_c=CE$ and $E_a=SE$, so

$$r_A=C^2(r_{33}C)+S^2(r_{13}C)+2CS(r_{42}S)=r_{33}C^3+RCS^2.$$

In B, $C$ and $S$ are exchanged. Using $C^3-S^3=(C-S)(1+CS)$,

$$r_A-r_B=(C-S)\left[r_{33}(1+CS)-RCS\right].$$

The difference vanishes for every choice of coefficients only if $C=S$, that is, at $45^\circ$. Particular coefficients can also make the bracket vanish, when $CS=r_{33}/(R-r_{33})$. With the values in (d) this is $100/1910$, giving $\theta=3.01^\circ$ and its complement. At these accidental angles the zero-field indices of A and B differ, so equal Pockels coefficients do not give equal index changes.

At $\theta=0$, A gives 100 pm/V and B gives zero: in B the field lies along $a$ and produces only shear, which $\mathbf D\parallel a$ does not sample.

A free twin does not have its polar axes exactly at $45^\circ$ to the wall normal. The neutral wall contains a diagonal of the $a\times c$ cell face, so the angle from $c$ to the normal is $\arctan(c/a)$, where $c$ and $a$ are now the cell lengths. For a rough ratio of 1.01 this is 45.29°. The plane containing the wall normal and $z$ is still a mirror that exchanges the variants and leaves the normal unchanged, so they remain equal, with $r_{\rm eff}=749.0$ pm/V for field and $\mathbf D$ along the normal.

## Computed values

```
r13, r33, r42 (rough inputs): 10, 100, 1000 pm/V
n_o, n_e (rough inputs): 2.30, 2.27
static eps_a, eps_c (rough inputs): 2000, 100
index for D along [110]: 2.2849
r_eff of variant A by contraction: 746.0 pm/V
r_eff of variant B by contraction: 746.0 pm/V
r_eff from formula: 746.0 pm/V
share of r_eff from r42: 94.8 %
field and D along [100], variant A: 100.0 pm/V
field and D along [100], variant B: 0.0 pm/V
accidental equality angle from [100]: 3.01 deg
wavelength: 1550 nm
voltage: 1.0 V
electrode gap: 2.0 um
length: 1.0 mm
modal sensitivity Gamma: 0.40
field: 0.0050 MV/cm
index change, linear: -2.2246e-03
index change, full n(E): -2.2214e-03
linear-law error: 0.146 %
modal phase change: -3.607 rad
half-wave voltage times length: 0.0871 V cm
half-wave voltage at this length: 0.871 V
tilt of optical E from D at zero field: 0.75 deg
turn of in-plane optic axes at field: 3.98 deg
charged walls, A:B=50:50, each variant: 141.4 pm/V
charged walls, A:B=70:30, variant A: 383.3 pm/V
charged walls, A:B=70:30, variant B: -100.4 pm/V
reversed fraction considered: 10 %
r_eff with that fraction: 596.8 pm/V
clamped r13, r33, r42 (rough): 10, 40, 700 pm/V
clamped r_eff: 512.7 pm/V
use, hot, softening temperatures (rough): 300, 350, 200 K
r_eff when hot, only r42 scaled: 510.3 pm/V
c/a ratio (rough): 1.01
c-axis angle from wall normal in free twin: 45.29 deg
r_eff in free twin: 749.0 pm/V
r_eff in fine neutral lamellae, 50:50: 745.0 pm/V
breakdown field (rough): 0.5 MV/cm
breakdown field / signal field: 100
```
